# Rejection-free kinetic Monte Carlo for an interacting lattice gas

## What time symmetry and dimensions fix

An adsorbate layer sits in a configuration $a$, a list of occupied and empty sites. It can jump to configuration $b$ with a rate $W_{ba}$ that depends on $a$ and $b$, but neither on the time nor on how $a$ was reached. Let $S_a(t)$ be the probability that the layer has not left $a$ after a time $t$. Having survived for $t$, the layer is in the same situation as at the start, so

$$S_a(t+s)=S_a(t)\,S_a(s).$$

A decreasing function with $S_a(0)=1$ and this property is $e^{-\kappa t}$. The constant $\kappa$ has the dimension of a rate. In a short time $dt$ the loss is $\sum_b W_{ba}\,dt$, which fixes

$$\kappa=R_a=\sum_{b\ne a}W_{ba}.$$

Multiplying all rates by a common factor only changes the unit of time. The choice of destination must therefore depend on ratios of rates. The form to be expected is an exponential waiting time with rate $R_a$ and a destination probability $W_{ba}/R_a$. The master equation confirms both, and also shows that the two draws are independent.

## The jump law from the master equation

The probabilities $P_a(t)$ of a finite set of configurations obey

$$\frac{dP_b}{dt}=\sum_{a\neq b}W_{ba}P_a-R_bP_b .$$

The first term is gain, the second loss. In matrix form $dP/dt=QP$ with $Q=W-\mathcal R$, where $W$ has zero diagonal and $\mathcal R$ is the diagonal matrix of exit rates. Each column of $Q$ sums to zero, so total probability is conserved.

To find the law of the first jump, start in $a$ and discard every path once it has left $a$. The gain term for $a$ then vanishes, and

$$\frac{dS_a}{dt}=-R_aS_a,\qquad S_a(t)=e^{-R_at}.$$

The probability that the first jump occurs between $t$ and $t+dt$ and leads to $b$ is the survival probability times $W_{ba}dt$. Its density is

$$W_{ba}e^{-R_at}=\left(R_ae^{-R_at}\right)\left(\frac{W_{ba}}{R_a}\right).$$

The first factor contains the time alone and the second the destination alone. The two can be drawn independently. The mean waiting time is $\int_0^\infty S_a\,dt=1/R_a$. If $R_a=0$ there is no next event, and the simulation stays in $a$.

## Why repeated jumps solve the master equation

Let $G_{ba}(t)$ be the probability that a trajectory built from these draws is in $b$ at time $t$ after starting in $a$. Either no jump has occurred, or the first jump occurred at some time $s$ and the trajectory started afresh from its destination. With $D(t)=e^{-\mathcal Rt}$,

$$G(t)=D(t)+\int_0^t G(t-s)\,W\,D(s)\,ds .$$

Substituting $u=t-s$ moves the dependence on $t$ into $D$:

$$G(t)=D(t)+\int_0^t G(u)\,W\,D(t-u)\,du .$$

Now differentiate. The upper limit contributes $G(t)WD(0)=G(t)W$, and $dD/dt=-D\mathcal R$, so

$$\frac{dG}{dt}=G W-\left[D(t)+\int_0^tG(u)WD(t-u)\,du\right]\mathcal R=G(W-\mathcal R)=GQ .$$

The bracket is $G(t)$ itself. With $G(0)=1$ the solution is $G=e^{Qt}$, and since $Q$ commutes with its exponential, $dG/dt=QG$ as well. Thus the ensemble of trajectories has the probabilities of the master equation at every time. No time step has been introduced, and a finite number of trajectories leaves only sampling error, apart from computer arithmetic and the quality of the random numbers.

The construction also needs the jumps not to accumulate at a finite time. On a finite lattice all rates lie below some $R_{\max}$. Each waiting time is a unit exponential variable divided by $R_a$, hence at least that variable divided by $R_{\max}$. The sum of infinitely many independent unit exponentials diverges with probability one, so the clock passes any finite time.

## Sampling the two draws

For $u_1$ uniform on $(0,1]$, set

$$\Delta t=-\frac{\ln u_1}{R_a}.$$

Then $\Delta t>t$ means $u_1<e^{-R_at}$, which has probability $e^{-R_at}$, as required.

For the destination, lay the rates end to end on a line of length $R_a$ and take the event whose interval contains $u_2R_a$, with $u_2$ uniform on $[0,1)$. Each event is chosen with probability equal to its rate divided by $R_a$.

Many events share the same rate. If class $c$ has $N_c$ members of rate $k_c$, then $R_a=\sum_cN_ck_c$. Choosing a class with probability $N_ck_c/R_a$ and then a member with probability $1/N_c$ gives each member $k_c/R_a$. One random number suffices: the distance $y$ of $u_2R_a$ from the start of the class interval is uniform on $[0,N_ck_c)$, so the member index is $\lfloor y/k_c\rfloor$, counted from zero.

## Rates with lateral interactions

Take a ring of $L\ge3$ sites with occupations $n_i=0,1$ and interaction energy

$$E=V\sum_i n_in_{i+1},$$

where $V>0$ is repulsive. Let $N=\sum_in_i$, $\beta=1/(k_BT)$, and let $m$ be the number of occupied neighbours of a site. The model has three kinds of event:

- adsorption on an empty site, rate $k_{\rm ads}$;
- desorption, rate $k_{\rm des}e^{\beta Vm}$;
- a hop to an empty neighbouring site, rate $k_{\rm hop}e^{-\beta\Delta E/2}$, where $\Delta E$ is the energy change.

The equilibrium weights should be

$$\pi_a=\frac{z^{N_a}e^{-\beta E_a}}{Z},\qquad z=\frac{k_{\rm ads}}{k_{\rm des}} .$$

Here $z$ plays the role of $e^{\beta(\mu-\varepsilon)}$, with $\mu$ the chemical potential of the gas and $\varepsilon$ the free energy of an isolated adsorbate. Detailed balance demands $W_{ba}\pi_a=W_{ab}\pi_b$ for every pair, or $W_{ba}/W_{ab}=\pi_b/\pi_a$.

For adsorption beside $m$ neighbours, $N$ rises by one and $E$ by $Vm$. The two sides agree:

$$\frac{W_{ba}}{W_{ab}}=\frac{k_{\rm ads}}{k_{\rm des}e^{\beta Vm}}=z\,e^{-\beta Vm}=\frac{\pi_b}{\pi_a}.$$

For a hop $N$ is unchanged, and the reverse hop has energy change $-\Delta E$:

$$\frac{W_{ba}}{W_{ab}}=\frac{e^{-\beta\Delta E/2}}{e^{+\beta\Delta E/2}}=e^{-\beta\Delta E}=\frac{\pi_b}{\pi_a}.$$

The factor one half matters. A rule $k_{\rm hop}e^{-\alpha\beta\Delta E}$ used in both directions gives the ratio $e^{-2\alpha\beta\Delta E}$. Whenever some hop has $\Delta E\ne0$, this is correct for $\alpha=1/2$ and for no other value.

Other functional forms are possible. Suppose the saddle-point energy does not feel the neighbours. The hop rate is then $k_{\rm hop}e^{\beta Vm_i}$, with $m_i$ the number of occupied neighbours before the hop. If $m_f$ is the number afterwards, $\Delta E=V(m_f-m_i)$, and the forward-to-reverse ratio is $e^{\beta V(m_i-m_f)}=e^{-\beta\Delta E}$. This rule has the same equilibrium but different kinetics. Detailed balance constrains ratios of rates, while the barriers themselves must come from elsewhere.

## Approach to equilibrium

Summing $W_{ba}\pi_a-W_{ab}\pi_b=0$ over $a$ shows that $\pi$ is stationary. To see that it is reached, write $P_a=\pi_a\phi_a$ and $K_{ba}=W_{ba}\pi_a$, which is symmetric. Since $R_bP_b=\sum_aW_{ab}\pi_b\phi_b=\sum_aK_{ba}\phi_b$, the master equation becomes

$$\frac{dP_b}{dt}=\sum_aK_{ba}(\phi_a-\phi_b).$$

Therefore

$$\frac{d}{dt}\sum_b\pi_b\phi_b^2=2\sum_{ab}K_{ba}\phi_b(\phi_a-\phi_b)=-\sum_{ab}K_{ba}(\phi_a-\phi_b)^2\le0 .$$

The last step averages the double sum with its copy in which $a$ and $b$ are exchanged. The decay stops only when $\phi$ is equal on all connected configurations. Here every configuration can be emptied by desorption and refilled by adsorption, so all are connected, $\phi=1$ by normalization, and $P\to\pi$.

In the variables $P_a/\sqrt{\pi_a}$ the generator is a symmetric matrix. Its eigenvalues are real: one is zero and the others are negative. The smallest nonzero magnitude, $\gamma$, is the slowest relaxation rate.

## The algorithm

On the ring, each site offers one event, adsorption or desorption. Each bond offers one hop if its ends differ and none otherwise. These $2L$ places are called slots. There are seven classes: one for adsorption, three for desorption ($m=0,1,2$) and three for hops ($\Delta E=-V,0,V$).

```
build the member list of each class
t = 0
while t < t_end:
    R = sum over classes of N[c] * k[c]
    if R == 0: hold the state until t_end; stop
    dt = -log(u1) / R              # 0 < u1 <= 1
    record the present state for all
        requested times in [t, t+dt) that are <= t_end
    add f(state) * min(dt, t_end-t) to the time integral
    if t + dt >= t_end: stop
    y = u2 * R                     # 0 <= u2 < 1
    find class c by subtracting N[c]*k[c] from y
    slot = member[c][floor(y / k[c])]
    flip the site, or both ends of the bond
    reclassify the slots near the change
    t = t + dt
```

Each slot stores its position in its member list. To delete it, move the last member into its place and shorten the list. Insertion and deletion then take a fixed number of operations.

A flipped site affects its own site event and those of its two neighbours. A hop rate depends on the two ends of the bond and the two sites beyond them, so four bonds are affected as well. An adsorption or desorption thus requires at most seven reclassifications. A hop changes two adjacent sites and requires at most nine: four sites and five bonds. With a fixed number of classes, the work per event does not grow with $L$. The number of events per unit time depends on $L$, because $R$ is a sum over the surface; once the ring is much longer than the correlation length, it is proportional to $L$. On shorter rings it need not rise steadily: with strong repulsion near half filling, an odd ring cannot order alternately and keeps a mobile defect, so it can have a higher event rate than the next even ring.

If nearly every slot has its own rate, classes do not help. A binary tree of partial sums then finds an event, or changes one rate, by following one path of length proportional to $\log L$.

## Relation to a rejection method

Suppose instead that trials arrive at a constant rate $\Lambda\ge R_a$ and each is accepted with total probability $p=R_a/\Lambda$. Acceptance at the $n$th trial requires $n-1$ trials before $t$, all rejected, and one accepted trial at $t$. The number of trials before $t$ is Poisson distributed, so the density of the acceptance time is

$$\sum_{n=1}^{\infty}\frac{(\Lambda t)^{n-1}e^{-\Lambda t}}{(n-1)!}(1-p)^{n-1}p\Lambda
=p\Lambda e^{-\Lambda t}e^{(1-p)\Lambda t}=R_ae^{-R_at}.$$

The law is the same; the rejection-free method skips the null trials. In equilibrium the rejection method makes on average $\Lambda/\langle R\rangle$ trials per executed event, with $\langle R\rangle=\sum_a\pi_aR_a$. Whether that costs more computer time depends also on the bookkeeping that a simple trial avoids.

## Averages carry the waiting times

An equilibrium average is estimated by

$$\bar f=\frac{\sum_j f(a_j)\Delta t_j}{\sum_j\Delta t_j},$$

where $a_j$ is the configuration occupied during $\Delta t_j$, before the jump. In equilibrium, configuration $a$ is left $\pi_aR_a$ times per unit time. Counting each visit once therefore samples $\pi_aR_a/\langle R\rangle$. The resulting bias is

$$\frac{\langle fR\rangle}{\langle R\rangle}-\langle f\rangle=\frac{\langle fR\rangle-\langle f\rangle\langle R\rangle}{\langle R\rangle}.$$

It vanishes when $f$ and $R$ are uncorrelated, and more events do not reduce it otherwise.

Successive configurations are correlated, so errors need blocks. Divide the run into $B$ blocks with time integrals $A_k$ and durations $T_k$. If $\sigma_r$ is the standard deviation of the residuals $A_k-\bar fT_k$, the standard error of $\bar f$ is $\sqrt B\,\sigma_r/\sum_kT_k$, provided that the blocks are much longer than $1/\gamma$.

## Exact equilibrium of the ring

Let $x=e^{-\beta V}$. The partition function is a product of bond factors summed over all occupations:

$$Z=\sum_{\{n\}}\prod_i z^{(n_i+n_{i+1})/2}x^{n_in_{i+1}}=\mathrm{Tr}\,M^L,\qquad
M=\begin{pmatrix}1&\sqrt z\\ \sqrt z&zx\end{pmatrix}.$$

Each site belongs to two bonds and thus receives one full factor $z^{n_i}$. The trace of $M$ is $1+zx$ and its determinant $zx-z$. Since $(1+zx)^2-4(zx-z)=(1-zx)^2+4z$, the eigenvalues are

$$\lambda_\pm=\frac{1+zx\pm s}{2},\qquad s=\sqrt{(1-zx)^2+4z},$$

and $Z=\lambda_+^L+\lambda_-^L$. The operation $z\,\partial/\partial z$ multiplies each term of $Z$ by $N$, so the coverage is

$$\theta=\frac{z}{L}\frac{\partial\ln Z}{\partial z}
=z\,\frac{\lambda_+^{L-1}\lambda_+'+\lambda_-^{L-1}\lambda_-'}{\lambda_+^L+\lambda_-^L}.$$

From $ds/dz=[2-x(1-zx)]/s$ follows

$$\lambda_\pm'=\frac12\left[x\pm\frac{2-x(1-zx)}{s}\right].$$

Likewise, the probability that both ends of a bond are occupied is $(x/L)\,\partial\ln Z/\partial x$, with $\partial\lambda_\pm/\partial x=\frac12[z\mp z(1-zx)/s]$.

Without interactions $x=1$, $s=1+z$, $\lambda_+=1+z$ and $\lambda_-=0$. This gives the Langmuir coverage $\theta=z/(1+z)$.

## Worked example

Choose $L=6$, hence $2^6=64$ configurations, with $T=500$ K and $V=0.05$ eV. Then $k_BT=0.043087$ eV, $\beta V=1.16045$ and $x=0.31334$. The rate constants are $k_{\rm ads}=2$, $k_{\rm des}=1$ and $k_{\rm hop}=5$ s$^{-1}$, so $z=2$. These are round model parameters.

**One step.** Let sites 0, 1 and 3 be occupied. Three sites are empty. Particle 3 has no neighbour; particles 0 and 1 have one each. The hop $0\to5$ lowers the energy by $V$, the hops $1\to2$ and $3\to4$ leave it unchanged, and $3\to2$ raises it by $V$. In s$^{-1}$,

$$R=3(2)+1(1)+2(3.1914)+1(8.9322)+2(5)+1(2.7989)=35.114 .$$

The mean waiting time is $1/R=0.02848$ s. With $u_1=0.5$, $\Delta t=0.02848\ln2=0.01974$ s. With $u_2=0.5$ the target is $17.557$ s$^{-1}$. Adsorption and desorption fill the line up to $13.383$, and the hop with $\Delta E=-V$ extends it to $22.315$. That hop is chosen, leaving sites 1, 3 and 5 occupied.

**Filling.** The coverage of an initially empty ring follows from the numerical matrix exponential of the $64\times64$ generator. It is compared here with 6000 simulated trajectories; the uncertainties are standard errors.

| $t$ (s) | exact $\theta$ | simulation |
|---|---|---|
| 0.05 | 0.0923 | 0.0896 ± 0.0015 |
| 0.20 | 0.2810 | 0.2805 ± 0.0022 |
| 1.00 | 0.4337 | 0.4329 ± 0.0020 |

The first difference is 1.8 standard errors, the others less than half of one. At short times $\theta\approx k_{\rm ads}t$, which would be 0.1 at 0.05 s; site blocking and desorption lower it.

**Equilibrium.** The transfer matrix gives $s=2.853$, $\lambda_+=2.240$, $\lambda_-=-0.613$, $\lambda_+'=0.4867$ and $\lambda_-'=-0.1733$. With unrounded intermediates,

$$\theta=\frac{2(27.451)}{126.318}=0.4346,$$

compared with $2/3$ for $V=0$. A run of 300000 events, after 2000 discarded ones, covered 9704.8 s. Errors come from 100 blocks.

| quantity | exact | simulation |
|---|---|---|
| $\theta$ | 0.4346 | 0.4348 ± 0.0008 |
| pair probability | 0.1213 | 0.1214 ± 0.0006 |
| $\langle R\rangle$ (s$^{-1}$) | 30.89 | 30.91 ± 0.06 |

The last row compares the clock: the simulated value is the number of events divided by the elapsed time. Counting each visit once gives a coverage of $0.4616\pm0.0007$. The exact sum with weights $\pi_aR_a$ is 0.4617, which is 6.2% above the true coverage.

For a rejection method that picks one of the 12 slots and accepts in proportion to its rate, the largest class rate is $10.1849$ s$^{-1}$. Hence $\Lambda=12(10.1849)=122.22$ s$^{-1}$, and $122.22/30.89=3.96$ trials are needed per event.

## Stability and failure modes

**Inconsistent rates.** If hops ignore the interactions ($\alpha=0$) while desorption feels them, the algorithm faithfully simulates a driven system. Solving $QP=0$ for the 64 configurations gives $\theta=0.4118$, which is 5.2% below the equilibrium value. With fluxes $F_{ba}=W_{ba}P_a$, the entropy production

$$\sigma=\frac{k_B}{2}\sum_{ab}(F_{ba}-F_{ab})\ln\frac{F_{ba}}{F_{ab}}$$

has no negative term, and it vanishes when every pair of fluxes balances. Here it is $1.82\,k_B$ per second for the whole ring. A steady coverage is therefore no evidence of equilibrium.

**Correct equilibrium, wrong kinetics.** With the neighbour-independent saddle, the equilibrium is unchanged but $\langle R\rangle$ rises from 30.89 to 43.81 s$^{-1}$. Diagonalizing the symmetrized generators gives $\gamma=6.52$ s$^{-1}$ for the original rule and 6.65 s$^{-1}$ for this one. In this example 42% more events per second go with only 2% faster final relaxation. Equilibrium coverages cannot decide between such rules.

**Fast reversible events.** There is no time step to become unstable, but very fast hops consume nearly all events while the coverage changes slowly. The method remains correct and becomes expensive. Lowering the fast rates changes the model, and its effect on the wanted quantity must be examined.

**Time-dependent rates.** During a temperature or pressure ramp, $dS_a/dt=-R_a(t)S_a$. The waiting time must then solve $\int_t^{t+\Delta t}R_a(t')\,dt'=-\ln u_1$, and the destination is drawn with the rates at the jump time. If the rates die out so fast that the integral never reaches $-\ln u_1$, no further event occurs. Using $R_a(t)$ frozen at the start of the interval is an approximation.

**Arithmetic.** Recomputing $R$ from the integer counts $N_c$ prevents the drift of a running sum. Rounding can carry the class search past its end; it should then return a member of the last nonempty class. The member index should be capped at $N_c-1$. In a very long run, $\Delta t$ may become comparable to the spacing of floating-point numbers near $t$. The sum $t+\Delta t$ is then badly rounded, and steps shorter than half the spacing are lost altogether. Summing the waiting times in blocks, and adding only the block totals to the clock, greatly reduces this error.

**Missed updates.** If the reclassified neighbourhood is smaller than the interaction range, old rates survive in the lists. A direct safeguard on a small lattice is to execute every event from every configuration and compare the updated lists with rates computed from total energies. For the present model the ring should have at least five sites; on a shorter one, different neighbours coincide and a missing update can stay hidden.
